# Diffuse reflection from a weakly rough Dirichlet surface at long wavelengths

**Q:** A wave falls at normal incidence on a rough wall whose rms height $\sigma$ is much smaller than the wavelength. A bump of height $h$ changes the path of the reflected wave by $2h$, hence its phase by $2kh$. For Gaussian heights the mean reflected amplitude is reduced by $\langle e^{2ikh}\rangle=e^{-2k^2\sigma^2}$, so a fraction $1-e^{-4k^2\sigma^2}\approx4k^2\sigma^2$ is scattered. Why should the lateral size of the bumps matter?

**A:** That argument treats each point of the wall as its own flat mirror. This needs bumps that are wide compared with the wavelength. For narrow bumps we must solve the wave problem.

Let the field $\psi$ obey $(\nabla^2+k^2)\psi=0$ in $z>h(x,y)$ and vanish on $z=h$, with time factor $e^{-i\omega t}$. The incident wave is $e^{-ikz}$, moving down. The height has zero mean and correlation
$$\langle h(0)h(\mathbf r)\rangle=\sigma^2e^{-r^2/l^2}.$$
The diffuse fraction $P$ is the reflected energy flux outside the specular direction, divided by the incident flux and averaged over surfaces. I assume $k\sigma\ll1$ and $\sigma\ll l$, and work to leading order in $\sigma$.

**Q:** The wall is not at $z=0$. How do you impose the condition?

**A:** By expanding in $h$. The flat wall gives
$$\psi_0=e^{-ikz}-e^{ikz},\qquad \psi_0(0)=0,\qquad \psi_0'(0)=-2ik.$$
Write $\psi=\psi_0+\psi_1+\dots$, where the index counts powers of $h$. To first order, $\psi(h)=0$ reads
$$\psi_0(0)+h\,\psi_0'(0)+\psi_1(0)=0\quad\Rightarrow\quad\psi_1(x,y,0)=2ik\,h(x,y).$$
The rough wall thus acts as a flat one on which the field is prescribed. A Fourier component of $h$ with wavevector $\mathbf K$ along the surface launches a wave
$$2ik\,h(\mathbf K)\,e^{i\mathbf K\cdot\mathbf r+iqz},\qquad q=\sqrt{k^2-K^2}.$$
For $K<k$ it travels away. For $K>k$ we take $q=i\sqrt{K^2-k^2}$, so that it decays away from the wall.

**Q:** Then how much energy leaves?

**A:** The flux along $z$ is proportional to $\mathrm{Im}(\psi^*\partial_z\psi)$. For a plane wave of amplitude $c$ this is $q|c|^2$, and the incident wave has magnitude $k$. Integration over a large area $S$ removes cross terms between different $\mathbf K$. With $h(\mathbf K)=\int d^2r\,h\,e^{-i\mathbf K\cdot\mathbf r}$ and $\langle|h(\mathbf K)|^2\rangle=S\,W(K)$, the flux per area relative to the incident flux is
$$P=\frac1k\int_{K<k}\frac{d^2K}{(2\pi)^2}\,q\,(2k)^2W
=4k\int_{K<k}\frac{d^2K}{(2\pi)^2}\,W(K)\,q .$$
$W$ is the Fourier transform of the correlation function. Completing the square gives $\sqrt\pi\,l\,e^{-K_x^2l^2/4}$ for the $x$ integral, and likewise for $y$, so
$$W(K)=\pi\sigma^2l^2e^{-K^2l^2/4}.$$

**Q:** Do the integral, please. I want to see where the factors go.

**A:** With $d^2K=2\pi K\,dK$,
$$P=2k\sigma^2l^2\int_0^kK\sqrt{k^2-K^2}\;e^{-K^2l^2/4}\,dK .$$
Set $u=q/k$, so $K^2=k^2(1-u^2)$ and $K\,dK=-k^2u\,du$. The minus sign reverses the limits:
$$P=2\sigma^2l^2k^4\int_0^1u^2e^{-\beta(1-u^2)}du,\qquad\beta=\frac{k^2l^2}{4}.$$
When $kl\to0$ the exponential tends to one and the integral to $1/3$. Therefore
$$P\to\frac23\,\sigma^2l^2k^4 .$$
The next term follows from $e^{-\beta(1-u^2)}\approx1-\beta(1-u^2)$. Since $\int_0^1u^2(1-u^2)du=\frac13-\frac15=\frac2{15}$, the integral is $\frac13\left(1-\frac{2\beta}5\right)$, and the relative correction is $-(kl)^2/10$.

**Q:** Does your formula recover my estimate for wide bumps?

**A:** Yes. Integrate by parts, using $u\,e^{\beta u^2}=\frac{d}{du}\frac{e^{\beta u^2}}{2\beta}$:
$$\int_0^1u^2e^{\beta u^2}du=\frac{e^\beta}{2\beta}-\frac1{2\beta}\int_0^1e^{\beta u^2}du .$$
Dawson's integral is $D(x)=e^{-x^2}\int_0^xe^{t^2}dt$, so the last integral equals $e^\beta D(\sqrt\beta)/\sqrt\beta$. Multiplying by $e^{-\beta}$ and by $2\sigma^2l^2k^4$, with $\sigma^2l^2k^4/\beta=4k^2\sigma^2$, gives
$$P=4k^2\sigma^2\left[1-\frac{2D(kl/2)}{kl}\right].$$
For large $x$, $D(x)\approx1/(2x)$, so the bracket tends to $1-2/(kl)^2$ and $P\to4k^2\sigma^2$, as you said.

Direct quadrature, starting from the correlation function, agrees with this formula. In units of $\sigma^2l^2k^4$, $P$ is 0.666 at $kl=0.1$, 0.605 at $kl=1$ and 0.318 at $kl=3$.

**Q:** For narrow bumps, what became of the rest of my $4k^2\sigma^2$?

**A:** It was never radiated. The full spectrum obeys $\int W\,d^2K/(2\pi)^2=\sigma^2$, but the part with $K<k$ is the fraction $1-e^{-k^2l^2/4}\approx k^2l^2/4$. The remaining components drive waves that decay away from the wall. Those that escape also leave obliquely, which multiplies their flux by
$$\frac{\int_0^kK\sqrt{1-K^2/k^2}\,dK}{\int_0^kK\,dK}=\frac{k^2/3}{k^2/2}=\frac23 .$$
The product $4k^2\sigma^2\cdot\frac{k^2l^2}4\cdot\frac23$ is the limiting law again.

**Q:** Is the escaping part spread like light from a matt surface?

**A:** It is more concentrated about the normal. At angle $\theta$ from the normal, $K=k\sin\theta$ and $q=k\cos\theta$, so $d^2K=k^2\cos\theta\,d\Omega$. For $kl\to0$,
$$\frac{dP}{d\Omega}=\frac{4k}{4\pi^2}\,\pi\sigma^2l^2\,(k\cos\theta)(k^2\cos\theta)=\frac{\sigma^2l^2k^4}{\pi}\cos^2\theta .$$
Lambert's law for a matt surface has a single cosine. Since $\int\cos^2\theta\,d\Omega=2\pi/3$ over the hemisphere, the total is right. The flux-weighted mean of $\cos\theta$ is $\frac{1/4}{1/3}=\frac34$; for Lambert's law it would be $\frac23$.

**Q:** You added outgoing energy but left the specular wave at full strength. Is energy conserved?

**A:** The loss appears in second order. The condition at that order is
$$\psi_2(0)=-h\,\partial_z\psi_1(0)-\tfrac12h^2\psi_0''(0).$$
The last term vanishes because $\psi_0''=-k^2\psi_0$ is zero at the wall. In $\partial_z\psi_1$ each component is multiplied by $iq$, and $iq\cdot2ik=-2kq$. The average is therefore
$$\langle\psi_2(0)\rangle=2kI,\qquad I=\int\frac{d^2K}{(2\pi)^2}W(K)\,q ,$$
now over all $K$. The specular amplitude is $R=-1+2kI$. Split $I=I'+iI''$: propagating waves give $I'$, decaying waves give $I''$. To order $\sigma^2$,
$$|R|^2=1-4kI'=1-P .$$
The specular beam loses what the diffuse waves carry.

**Q:** And the decaying waves do nothing at all?

**A:** At this order they change the phase. We have $R\approx-(1-2kI')e^{-2ikI''}$. A flat wall at $z=d$ requires $e^{-ikd}+Re^{ikd}=0$, or $R=-e^{-2ikd}$. The rough wall therefore reflects as if its plane were moved into the wave region by
$$d=I''=\int_{K>k}\frac{d^2K}{(2\pi)^2}W\sqrt{K^2-k^2}.$$
For $kl\to0$ this becomes
$$d\to\frac{\sigma^2l^2}2\int_0^\infty K^2e^{-K^2l^2/4}dK=\frac{\sigma^2l^2}2\cdot\frac{2\sqrt\pi}{l^3}=\frac{\sqrt\pi\,\sigma^2}{l}.$$

**Q:** Suppose I keep $\sigma$ fixed and shrink $l$ to make $kl$ small. Then $k\sigma$ is still small. Does the law hold?

**A:** Not once $l$ becomes comparable with $\sigma$. The decaying waves fall off over a height of order $l$, so the expansion near the wall also needs $\sigma/l\ll1$.

One higher-order contribution shows this. The second-order source $-h\,\partial_z\psi_1$ contains products of two components whose wavevectors have magnitudes near $1/l$ but nearly cancel, so that their sum is small enough to radiate. For Gaussian heights and $kl\ll1$, there are two equal pairings, and the power spectrum of this source at small wavenumber is
$$2(2k)^2\int\frac{d^2K}{(2\pi)^2}K^2W^2
=8k^2\,\frac{\pi^2\sigma^4l^4}{2\pi}\int_0^\infty K^3e^{-K^2l^2/2}dK=8\pi k^2\sigma^4,$$
because the last integral is $2/l^4$. The first-order source has $4k^2W(0)=4\pi k^2\sigma^2l^2$. The ratio is $2\sigma^2/l^2$, which does not vanish with $k$. Interference between first and third order enters at the same power of $\sigma$, so this is a measure of size, not the full correction.

**Q:** Then show me a case where the expansion is not cut at first order.

**A:** Take a periodic surface with the prescribed spectrum, random phases, $kl=0.5$ and period $81.7\,l$. The field above it is written as a sum of outgoing and decaying waves, and the boundary condition is imposed on the surface itself, sampled on a grid of $192\times192$ points, for all its Fourier components with wavenumber below $6.5/l$. Using these waves down into the valleys is an assumption suited to gentle slopes. Results for $h$ and $-h$ are averaged.

For $\sigma/l=0.02$ the solution gives $P=1.623\times10^{-5}$, against $1.626\times10^{-5}$ from the closed formula. For $\sigma/l=0.05$ the two values are $1.018\times10^{-4}$ and $1.016\times10^{-4}$. The specular and diffuse fluxes add to one within $4\times10^{-5}$ of $P$. The wall shift at $\sigma/l=0.05$ is $4.15\times10^{-3}\,l$, against $4.16\times10^{-3}\,l$ from the integral for $d$.

The mean $\cos\theta$ comes out as 0.744, while the continuous spectrum gives 0.753 at this $kl$. The finite set of outgoing directions explains the difference: the first-order formula, summed over the same directions without a diffuse wave along the normal, also gives 0.744. Between the two roughnesses $P/\sigma^2$ changes by 0.3%, for this one surface shape and its inverse.

**Q:** Real surfaces need not have a Gaussian correlation. Is the factor $2/3$ general?

**A:** No. The long-wave law needs a spectrum that is flat for $K<k$. Then
$$P\to4kW(0)\frac1{2\pi}\int_0^kK\sqrt{k^2-K^2}\,dK=\frac{2k^4W(0)}{3\pi}.$$
The Gaussian has $W(0)=\pi\sigma^2l^2$. A correlation $\sigma^2e^{-r/l}$ has $W(0)=2\pi\sigma^2\int_0^\infty r\,e^{-r/l}dr=2\pi\sigma^2l^2$, which doubles the prefactor to $4/3$. That correlation has a cusp at $r=0$ and an infinite rms slope, so it must be rounded at short distance before the small-slope expansion can be used.

**Q:** Now heat. Put in numbers for phonons.

**A:** Consider longitudinal phonons at 1 K meeting a silicon surface, with rough values $\sigma=0.5$ nm, $l=10$ nm and $v_L=9000$ m/s. The Planck energy spectrum $x^3/(e^x-1)$, with $x=\hbar\omega/k_BT$, peaks at $x=2.821$. This is a phonon energy of 0.243 meV, and
$$k=\frac{x\,k_BT}{\hbar v_L}=0.0410\ \text{nm}^{-1},$$
a wavelength of 153 nm. Hence $kl=0.41$, $k\sigma=0.021$ and $\sigma/l=0.05$. The limiting law gives
$$P=\tfrac23(0.5)^2(10)^2(0.04104)^4=4.7\times10^{-5}.$$
The full Dirichlet formula lies slightly lower, and the limit exceeds it by 1.7%. Your wide-bump estimate gives $1.7\times10^{-3}$, which is 36 times the full result. The long-wave limit of the Dirichlet wall shift, $\sqrt\pi\sigma^2/l$, is 0.044 nm.

**Q:** Why should a phonon in a solid obey a scalar Dirichlet condition?

**A:** It does not, in general. In an ideal liquid with a free surface of frozen shape, the sound pressure obeys the scalar wave equation and vanishes at the surface, so the model applies. A solid also carries shear waves, and we can calculate what they do.

Take an isotropic solid with density $\rho$, Lamé constants $\lambda,\mu$ and stress $\tau_{ij}$. The flat free surface gives $u_z=e^{-ikz}+e^{ikz}=2\cos kz$ and $\tau_{zz}=(\lambda+2\mu)\partial_zu_z=-2(\lambda+2\mu)k\sin kz$. The lateral stresses $\tau_{xx}=\tau_{yy}=\lambda\,\partial_zu_z$ also vanish at $z=0$. The rough surface requires $\tau_{ij}n_j=0$, with $\mathbf n\propto(-\partial_xh,-\partial_yh,1)$. To first order no tangential stress is needed, while the normal one is
$$t=-h\,\partial_z\tau_{zz}(0)=2(\lambda+2\mu)k^2h=2\rho\omega^2h .$$

**Q:** How much power does this stress radiate?

**A:** Let $x$ lie along $\mathbf K$. Use $u_x=\partial_x\Phi-\partial_z\Psi$ and $u_z=\partial_z\Phi+\partial_x\Psi$, where
$$\Phi=C\,e^{iKx+iaz},\quad\Psi=B\,e^{iKx+ibz},\quad a^2=k^2-K^2,\quad b^2=k_T^2-K^2,$$
and $k_T=\omega/v_T$ is the shear wavenumber. Put $s=k_T^2-2K^2$. Zero tangential stress means
$$\mu(-2KaC+sB)=0\quad\Rightarrow\quad B=2KaC/s .$$
The normal stress is $-\lambda k^2C-2\mu(a^2C+KbB)$. Since $(\lambda+2\mu)k^2=\mu k_T^2=\rho\omega^2$, we have $\lambda k^2+2\mu a^2=\mu s$, and
$$t=-\frac{\mu C\Delta}{s},\qquad\Delta=s^2+4K^2ab .$$
The surface displacement is $u_z=iaC+iKB=iaC\,k_T^2/s$, so the velocity is
$$-i\omega u_z=-\frac{\omega a k_T^2}{\mu\Delta}\,t .$$
The mean power entering the solid per area is minus half the real part of stress times conjugate velocity:
$$\frac{\omega|t|^2}{2}\,\mathrm{Re}\frac{ak_T^2}{\mu\Delta}=\frac{|t|^2}{2\rho\omega}\,\mathrm{Re}\frac{ak_T^4}{\Delta}.$$
Insert the spectrum $4\rho^2\omega^4W$ for $|t|^2$ and divide by the incident flux $\frac12\rho\omega^2v_L$:
$$P=4k\int\frac{d^2K}{(2\pi)^2}\,W(K)\,\mathrm{Re}\frac{ak_T^4}{\Delta}.$$
The factor $q$ has been replaced by the elastic response. In the liquid limit $v_T\to0$ at fixed $l$, $\Delta\to k_T^4$ over the range where $W$ matters, and the Dirichlet formula returns.

**Q:** For $K>k_T$ both waves decay. Is there no power there?

**A:** There is one exception, the Rayleigh surface wave, at $K=K_R$ where $\Delta=0$. There $a=i\alpha$ with $\alpha=\sqrt{K_R^2-k^2}$. A vanishing absorption gives $1/\Delta$ the part $i\pi\delta(K-K_R)/\Delta'(K_R)$. Since $\Delta$ falls through zero, $\Delta'<0$, and the response gains the positive term $\pi\alpha k_T^4\,\delta(K-K_R)/|\Delta'(K_R)|$. This energy runs along the surface and is lost to the specular beam, so I count it in $P$.

**Q:** How far does all this move the silicon number?

**A:** With a rough $v_T=5400$ m/s, the factor before $\sigma^2l^2k^4$ tends to 9.0 for $kl\to0$, instead of $2/3$. At $kl=0.41$ it is 8.1, of which 2.7 comes from bulk waves and 5.4 from Rayleigh waves. The diffuse fraction becomes $5.7\times10^{-4}$, about 12 times the Dirichlet value for the same wavelength and surface. The $k^4$ law survives at long wavelength, but the prefactor $2/3$ does not describe a free silicon surface.

**Q:** Heat is not carried at one wavelength either.

**A:** No, and the steep rise with $k$ favours the short waves. Averaging over the Planck energy spectrum, still at normal incidence, gives $5.1\times10^{-4}$ for the Dirichlet wall and $3.7\times10^{-3}$ for the elastic one. The first is 11 times its value at the spectral peak. For heat driven by a small temperature difference, the weight is instead the temperature derivative of the Planck spectrum. It favours short waves still more, and the averages become $9.8\times10^{-4}$ and $6.2\times10^{-3}$.

Silicon is also anisotropic. A rough range of 8400 to 9400 m/s for $v_L$ changes $k^4$ by a factor of 1.6 at fixed frequency. The elastic $P$ at the spectral peak changes less, by a factor of 1.3, because its prefactor depends on $v_L/v_T$. Varying $v_T$ from 4700 to 5840 m/s at fixed $v_L$ changes it by a factor of 1.4. The surface values are illustrative: a carefully polished wafer can be several times smoother, and $P$ falls as $\sigma^2$ at fixed $l$. These factors come from changing the speeds in the isotropic formula, not from an anisotropic calculation. All figures are for incident longitudinal waves. The energy flux per polarisation scales as $1/v^2$, so with the speeds used here the two transverse branches carry about 85% of it, and their scattering is not computed. An oxide layer and oblique incidence are also left out, so these figures do not by themselves give the thermal conductivity of a film. The numerical output below lists the main values used here.

## Calculated quantities

```
Diffuse fraction / (sigma^2 l^2 k^4), dimensionless:
  kl = 0.1: quadrature 0.66600, closed form 0.66600
  kl = 0.5: quadrature 0.65029, closed form 0.65029
  kl = 1.0: quadrature 0.60451, closed form 0.60451
  kl = 3.0: quadrature 0.31756, closed form 0.31756
Relative correction to the limit / (kl)^2 at kl=0.1: -0.0999
Surface solved on a 192 x 192 grid, kl = 0.5, period = 81.7 l, 137 outgoing orders
  sigma/l = 0.02: P solved 1.6230e-05, closed form 1.6257e-05, ratio 0.9983
    energy imbalance / P = 3.9e-05, mean cos(theta) = 0.7443 (theory 0.7531)
    wall shift / l = 6.6550e-04 (theory 6.6603e-04)
  sigma/l = 0.05: P solved 1.0177e-04, closed form 1.0161e-04, ratio 1.0016
    energy imbalance / P = -5.4e-06, mean cos(theta) = 0.7442 (theory 0.7531)
    wall shift / l = 4.1459e-03 (theory 4.1627e-03)
Change of P/sigma^2 from sigma/l=0.02 to 0.05: 0.33 %
Example: T = 1.0 K, sigma = 0.5 nm, l = 10.0 nm
  rough sound speeds v_L = 9000 m/s, v_T = 5400 m/s
  spectral peak hbar*omega/(k_B T) = 2.8214
  phonon energy = 0.2431 meV
  k = 0.04104 1/nm, wavelength = 153.1 nm
  kl = 0.4104, k sigma = 0.02052, sigma/l = 0.050
  P, small-kl law = 4.7292e-05
  P, full Dirichlet formula = 4.6505e-05
  limit exceeds full formula by 1.69 %
  smooth-surface estimate 1-exp(-4k^2 sigma^2) = 1.6831e-03
  smooth-surface estimate / full formula = 36.2
  wall shift sqrt(pi) sigma^2/l = 0.0443 nm
Neglected effects, for the same example:
  elastic prefactor at kl -> 0: 9.039 (Dirichlet 0.667)
  elastic prefactor here: bulk 2.687, Rayleigh 5.387
  damped-solid check of their sum: 8.087
  P, free elastic surface = 5.7278e-04, 12.3 times Dirichlet
  Rayleigh-wave share of elastic P = 66.7 %
  liquid limit of elastic P / Dirichlet P = 1.00016
  P, Dirichlet, Planck average = 5.0566e-04, 10.9 times the peak value
  P, elastic, Planck average = 3.6597e-03
  v_L range 8400-9400 m/s changes k^4 by a factor 1.57
```
